# Sticking Probability for 95 Percent Coverage of a Deep Cylindrical Hole

## Problem

A straight cylindrical hole has diameter $d$, depth $L$ and aspect ratio $a=L/d=50$. A gas enters at its open end and deposits a film on the sidewall. The following assumptions define the model.

- Molecules collide with the wall but not with one another.
- A molecule that strikes the wall sticks with probability $s$, the same everywhere and much smaller than one. Otherwise it leaves again in a random direction given by the cosine law, with no memory of how it arrived.
- The film is thin compared with $d$, so the shape of the hole stays fixed.
- The disc at the bottom consumes a negligible number of molecules.

The coverage $c$ is the growth rate on the sidewall at the bottom divided by the growth rate on the sidewall at the mouth. What is the largest $s$ that gives $c=0.95$?

## First estimate by scaling

Between two wall encounters a molecule travels a distance of order $d$ along the axis, forward or backward with equal probability. Its path is a random walk. After $N$ steps of size $d$ the typical displacement is $d\sqrt N$, so reaching the depth $L$ takes

$$N\sim (L/d)^2=a^2=2500$$

encounters. Each removes the molecule with probability $s$. As long as the total loss is small, the fraction missing at the bottom is about $sN$:

$$1-c\sim s\,a^2 .$$

Setting the numerical factor to one gives

$$s\sim\frac{0.05}{2500}=2\times10^{-5}.$$

The argument fixes the dependence on $a$ but not the prefactor. For that, the length of a step and the conditions at the two ends are needed.

## Solution

### The flux balance

Let $z$ be the distance from the mouth, and let $I(z)$ be the number of molecules striking the wall per unit area and time. The growth rate is proportional to $sI$, and $s$ is uniform, so $c=I(L)/I(0)$.

Let $K(\zeta)$ be the probability density for an axial displacement $\zeta$ between one wall encounter and the next. Far from the ends, every molecule that strikes at $z$ was last re-emitted somewhere else on the wall, which happened with probability $1-s$ per encounter. Hence

$$I(z)=(1-s)\int K(\zeta)\,I(z-\zeta)\,d\zeta .$$

No area factors appear, because the perimeter is the same at every depth. If $I$ varies little over one hop, it can be expanded about $z$. The linear term vanishes because $K$ is even, which leaves

$$I=(1-s)\left[I+\tfrac12\langle\zeta^2\rangle I''\right].$$

Moving $(1-s)I$ to the left gives $sI=(1-s)\tfrac12\langle\zeta^2\rangle I''$. Since $s\ll1$, the factor $1-s$ on the right may be replaced by one:

$$sI=\tfrac12\langle\zeta^2\rangle I''. \tag{1}$$

### The mean square hop

Consider a molecule leaving the wall. Its unit direction vector has a component $u_n$ along the inward normal, $u_t$ along the circumference and $u_z$ along the axis. In the cross-section, with the origin at the centre, it starts at $(d/2,0)$ and after a path length $\ell$ is at $(d/2-\ell u_n,\ \ell u_t)$. It meets the wall again when

$$\left(\frac d2-\ell u_n\right)^2+\ell^2u_t^2=\frac{d^2}{4}.$$

The terms $d^2/4$ cancel. Dividing the rest by $\ell\neq0$ gives

$$\ell=\frac{d\,u_n}{u_n^2+u_t^2}.$$

Let $\alpha$ be the angle from the hole axis and $\beta$ the angle about it, measured from the normal:

$$u_z=\cos\alpha,\quad u_n=\sin\alpha\cos\beta,\quad u_t=\sin\alpha\sin\beta .$$

Then $u_n^2+u_t^2=\sin^2\alpha$, so $\ell=d\cos\beta/\sin\alpha$ and

$$\zeta=\ell u_z=d\cos\beta\cot\alpha .$$

The cosine law assigns the probability $(u_n/\pi)\,d\Omega$ to the solid angle $d\Omega=\sin\alpha\,d\alpha\,d\beta$, with $0<\alpha<\pi$ and $-\pi/2<\beta<\pi/2$. It is normalized, since

$$\frac1\pi\int_0^\pi\sin^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos\beta\,d\beta=\frac1\pi\cdot\frac\pi2\cdot2=1 .$$

For the mean square hop, $\sin^2\alpha\cot^2\alpha=\cos^2\alpha$, and therefore

$$\langle\zeta^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta .$$

The first integral is $\pi/2$. The second, with $\cos^3\beta=(1-\sin^2\beta)\cos\beta$, is $2-\tfrac23=\tfrac43$. Thus

$$\langle\zeta^2\rangle=\tfrac23d^2,$$

and equation (1) becomes

$$I''=\frac{3s}{d^2}\,I. \tag{2}$$

Long hops come from directions close to the axis. For small $\alpha$, $\zeta\approx d\cos\beta/\alpha$, and the probability weight is proportional to $\alpha^2d\alpha$. Since $\alpha\propto1/\zeta$ and $|d\alpha|\propto d\zeta/\zeta^2$, the density $K$ falls as $\zeta^{-4}$. The mean square is finite but the mean fourth power is not, so the expansion cannot simply be continued to the next order. Equation (2) is the leading result for a long hole, and its error at $a=50$ has to be found separately.

### Current and boundary conditions

Let $j$ be the net number of molecules crossing unit area of the cross-section per unit time, positive towards the bottom. In a slice of thickness $dz$, the current lost equals the number that stick:

$$-\frac{\pi d^2}{4}\,j'\,dz=\pi d\,dz\,sI
\quad\Rightarrow\quad j'=-\frac{4sI}{d}.$$

Equation (2) gives $sI=d^2I''/3$, so $j'=-(4d/3)I''$. Integration yields

$$j=-\frac{4d}{3}I'. \tag{3}$$

The integration constant is zero because a uniform flux has no preferred direction and carries no current. This is Knudsen diffusion: with gas density $n$, mean speed $\bar v$ and $I=n\bar v/4$, equation (3) reads $j=-Dn'$ with $D=\bar v d/3$.

Negligible consumption at the bottom means $j(L)=0$, hence $I'(L)=0$. At the mouth, a wall element receives half its flux through the opening and half from the walls inside. With so little sticking, the walls return almost everything, so $I(0)\approx I_0$, the flux in the gas outside. The correction is of the order of the net intake per unit mouth area divided by $I_0$, which is about $4as$.

### Profile and coverage

With $q=\sqrt{3s}/d$, the general solution of equation (2) is

$$I=A\cosh[q(L-z)]+B\sinh[q(L-z)] .$$

Its slope at the bottom is $I'(L)=-qB$, so $B=0$. The condition at the mouth gives $A=I_0/\cosh(qL)$. Defining $\phi=qL=a\sqrt{3s}$,

$$\frac{I(z)}{I_0}=\frac{\cosh[\phi(1-z/L)]}{\cosh\phi},\qquad
c=\frac{1}{\cosh\phi}. \tag{4}$$

Solving for $s$,

$$s=\frac{[\operatorname{arccosh}(1/c)]^2}{3a^2}. \tag{5}$$

For $c=0.95$, $1/c=1.0526$ and

$$\phi=\ln\!\left(1.0526+\sqrt{1.0526^2-1}\right)=0.3230,\qquad \phi^2=0.10435 .$$

Therefore

$$s=\frac{0.10435}{3\times2500}=1.39\times10^{-5}.$$

Because $\cosh\phi$ increases with $s$, this is an upper limit: any smaller sticking probability gives better coverage. At the same aspect ratio, 90 percent coverage allows $2.9\times10^{-5}$, whereas 99 percent requires $2.7\times10^{-6}$.

### Two limits

For small $\phi$, $\cosh\phi\approx1+\phi^2/2$ and $c\approx1-\phi^2/2$, so

$$1-c\approx\tfrac32sa^2,\qquad s\approx\frac{2(1-c)}{3a^2}. \tag{6}$$

This gives $1.33\times10^{-5}$, about 4 percent below equation (5).

For large $\phi$, $\cosh\phi\approx e^\phi/2$ and $c\approx2e^{-\phi}$. In equation (4) the flux then decays over the length $1/q=d/\sqrt{3s}$, whatever the depth of the hole. The diffusion picture requires this length to be much larger than $d$, so it fails when $s$ approaches one. It also fails at large depth, for $s=0.01$ already near ten times $1/q$: the number of long straight flights falls only as a power of the distance, so they eventually outweigh the exponentially small flux of equation (4).

## Comparison of the two

The scaling estimate, $2\times10^{-5}$, is larger than the solution by a factor of 1.44. Equation (6) shows where this comes from: the true deficit is $\tfrac32sa^2$ rather than $sa^2$. The remaining few percent come from the higher powers of $\phi$ in $1/\cosh\phi$, which equation (6) leaves out.

The factor $\tfrac32$ has a direct meaning. A molecule that has already met the wall $n$ times survives with probability $(1-s)^n\approx1-ns$. To first order in $s$, the flux is therefore $I=I_0[1-sN(z)]$, where $N(z)$ is the mean number of earlier encounters among molecules striking at $z$ when nothing sticks. Inserting this in equation (2) and keeping first-order terms gives

$$N''=-\frac{3}{d^2},\qquad N(0)=0,\qquad N'(L)=0 .$$

Integrating twice,

$$N(z)=\frac{3}{d^2}\left(Lz-\frac{z^2}{2}\right),\qquad N(L)=\tfrac32a^2=3750 .$$

The scaling argument counted 2500 encounters where the diffusion model gives 3750. The condition $N(0)=0$ is the approximation $I(0)\approx I_0$; the true count at the mouth is of order $a$, small compared with $a^2$, and the true count at the bottom is about 5 percent above 3750. The same formula explains the shape of the profile: at half depth $N$ has reached three quarters of its final value. Equation (4) gives a relative flux of 0.9624 there and 0.9500 at the bottom, so three quarters of the loss has indeed occurred by half depth.

### How good is the diffusion solution at $a=50$?

A calculation without the diffusion approximation divides the wall into rings of width $d/20$. It balances the molecules that fly in straight lines between the rings, the mouth and a bottom that re-emits every molecule by the cosine law. At the sticking probability of equation (5) it gives a coverage of about 0.9485. With both profiles taken relative to the flux at the mouth, it differs from equation (4) by less than 0.002. To reach 0.95 it requires $s=1.35\times10^{-5}$, which is about 3 percent below equation (5).

The required $s$ lies below equation (5) by about 8, 5, 3 and 2 percent at $a=12.5$, 25, 50 and 100. Over this range the difference shrinks as the hole becomes longer, but more slowly than $1/a$.

### Consumption at the bottom

Suppose the bottom disc has the same sticking probability as the wall. The condition there becomes $j(L)=sI(L)$. Since $I'(L)=-qB$ and $I(L)=A$, equation (3) gives

$$\frac{4d}{3}qB=sA\quad\Rightarrow\quad
\frac BA=\frac{3s}{4dq}=\frac{h}{\phi},\qquad h=\tfrac34sa,$$

where $q=\phi/L$ was used. With $I(0)=I_0$,

$$c=\frac{1}{\cosh\phi+(h/\phi)\sinh\phi}\approx1-\frac{\phi^2}{2}-h
=1-\tfrac32sa^2\left(1+\frac1{2a}\right).$$

The bottom adds a fraction $1/(2a)$, or 1 percent, to the deficit. The required $s$ falls from $1.39\times10^{-5}$ to $1.38\times10^{-5}$, so neglecting the bottom is justified. At the original $s$, the coverage lost is $4.8\times10^{-4}$ by this formula and $4.9\times10^{-4}$ by the straight-flight calculation. If the bottom and finite-length corrections simply add, the required value is about $1.34\times10^{-5}$.

## A silicon film from silane

Take a hole 100 nm wide and 5000 nm deep, exposed to silane at 873 K and 0.2 Torr. These are rough typical conditions for low-pressure deposition of silicon. The gas flux is $4.20\times10^{19}$ molecules per cm² per second, and silicon contains $4.99\times10^{22}$ atoms per cm³. If each molecule that sticks leaves one silicon atom, the growth rate at the mouth is

$$\frac{4.20\times10^{19}\times1.39\times10^{-5}}{4.99\times10^{22}}
=1.17\times10^{-8}\ \text{cm/s},$$

or 7.0 nm/min, with 6.7 nm/min on the sidewall at the bottom. Real processes of this kind grow roughly ten nanometres per minute, so the required sticking probability lies in a realistic range. At fixed pressure the gas flux depends only weakly on temperature, so the growth rate is nearly proportional to $s$, and equation (5) makes $s$ proportional to $1/a^2$. Doubling the aspect ratio at the same coverage, with $s$ lowered by cooling, would therefore cost about a factor of four in growth rate. Within the model a higher pressure could recover the loss, because $s$ is taken as independent of pressure, as long as molecules still rarely collide with one another in the hole. For silane under these conditions the growth rate is reported to rise much less than in proportion to pressure, so $s$ falls as the pressure rises and only part of the loss would be recovered.

The gas assumptions hold well. With a rough collision diameter of 0.4 nm, the mean free path is $6.4\times10^5$ nm, over a hundred times the depth of the hole. The filling time $L^2/D$ is about 1 µs, so the profile is steady on the time scale of growth.

The fixed shape is only an approximation for a real film. A film of 10 nm narrows the hole to 80 nm and raises the aspect ratio to 62.5. With $s$ held fixed and the narrowing treated as uniform, the growth-rate coverage ends at 0.924, and the coverage of the finished film thickness is 0.938. Keeping the growth-rate coverage at 0.95 to the end requires $s$ to be smaller by $(50/62.5)^2=0.64$, which gives $0.89\times10^{-5}$.

The coverage also depends on temperature. For a rough activation energy of 1.7 eV, a rise of 10 K increases $s$ from $1.39\times10^{-5}$ to $1.80\times10^{-5}$. In the original hole the coverage then drops to 0.936.

A trace of radicals that stick at every encounter also harms coverage. None return from the interior, so the wall at the mouth receives half their incident flux. If they make up a fraction $f$ of the incoming flux, they add 1 percent to the growth there when $f/2=0.01s$, or $f=2.8\times10^{-7}$. Their flux at the bottom is only about $2\times10^{-6}$ of that at the mouth, so the coverage falls to $0.95/1.01=0.94$.

The constancy of $s$ is a further idealization. If the surface approaches saturation, growth rises less than in proportion to the flux, and a given flux deficit produces a smaller thickness deficit. Low-pressure silane deposition near 873 K is reported to lie in this regime, so the coverages above illustrate the constant-$s$ model and are not predictions for the real process. Hydrogen released by the reaction may act the other way by blocking surface sites. Each silane molecule yields two hydrogen molecules, which diffuse out about four times faster than silane diffuses in. The hydrogen excess at the bottom is thus about $2\times0.05\times0.2/4=0.005$ Torr. Its effect on $s$ is not included in the model.

The numerical output lists the values used here.

## Computed values

```
aspect ratio: 50; target coverage: 0.95
mean square axial hop / diameter^2: 0.666667
phi = arccosh(1/c): 0.3230; phi^2: 0.10435
required sticking, diffusion formula: 1.391e-05
small-deficit estimate 2(1-c)/(3a^2): 1.333e-05
required sticking for coverage 0.90: 2.910e-05
required sticking for coverage 0.99: 2.689e-06
relative wall flux at z/L = 0.25: 0.9780
relative wall flux at z/L = 0.50: 0.9624
relative wall flux at z/L = 0.75: 0.9531
relative wall flux at z/L = 1.00: 0.9500
Ballistic check
a =  12.5: required sticking 2.058e-04, relative to formula -7.56 %
a =  25.0: required sticking 5.299e-05, relative to formula -4.79 %
a =  50.0: required sticking 1.351e-05, relative to formula -2.89 %
a = 100.0: required sticking 3.420e-06, relative to formula -1.68 %
ballistic coverage at formula sticking: 0.9486
largest profile difference: 0.0015
coverage lost to bottom, formula: 4.79e-04
coverage lost to bottom, ballistic: 4.92e-04
required sticking with bottom, diffusion: 1.378e-05
Silicon from silane
diameter: 100 nm; depth: 5000 nm
temperature: 873 K; pressure: 0.2 Torr
silane molar mass: 32.12 g/mol
mean molecular speed: 759 m/s
gas flux at mouth: 4.20e+19 per cm2 per s
silicon atom density: 4.994e+22 per cm3
growth rate at mouth: 7.01 nm/min
growth rate at bottom sidewall: 6.66 nm/min
Neglected effects
collision diameter (rough): 0.4 nm
mean free path: 6.36e+05 nm
mean free path / diameter: 6359
Knudsen diffusion coefficient: 0.253 cm2/s
filling time L^2/D: 0.99 us
film thickness at mouth: 10 nm
aspect ratio after film: 62.5
rate coverage at end of film: 0.9237
thickness coverage of whole film: 0.9382
activation energy (rough): 1.7 eV
sticking after 10 K rise: 1.797e-05
coverage after that rise: 0.9362
hydrogen excess at bottom: 0.0050 Torr
radical fraction adding 1 % at mouth: 2.78e-07
radical wall flux at bottom / mouth: 2.1e-06
```
